\section*{Exact kinetic Monte Carlo steps through vacancy flicker states}

\section{A vacancy that hops without getting anywhere}

A vacancy in aluminium that meets a few tin atoms exchanges with them far more readily than with aluminium. It hops into a tin site, the tin atom fills the old site, and soon the exchange is undone. Kinetic Monte Carlo, which simulates one hop at a time, spends nearly all its effort on these reversals, while diffusion and ageing depend on the rare hops that lead elsewhere.

Consider a bent chain of four neighbouring fcc sites A, B, C, D holding one vacancy and three tin atoms. In half lattice parameters the sites are $(0,0,0)$, $(1,1,0)$, $(2,2,0)$ and $(2,3,1)$; no other pair among them is adjacent. Tin exchanges move the vacancy along the chain, giving four flicker states named after its position. Of the $4\times12=48$ possible hops, 6 are tin exchanges. The other 42 are aluminium exchanges and count as exits.

Each hop has rate $\nu\exp[-(E_m+\Delta E/2)/k_BT]$, with $\nu=10^{13}\,\mathrm{s^{-1}}$ and $E_m=0.35$ eV for tin or $0.60$ eV for aluminium. The energy is $-0.20$ eV per vacancy--tin contact, and $\Delta E$ is its change in the hop. The vacancy has one contact at A or D and two at B or C. The barrier is therefore $0.25$ eV for A$\to$B, $0.45$ eV for B$\to$A and $0.35$ eV for B$\leftrightarrow$C. At 300 K a vacancy entering at A makes on average 14\,365 flicker hops before one exit.

The obvious remedy is to replace the visit by a single step with the correct mean duration and exit probabilities. That keeps too little information, and computing even those averages by ordinary matrix inversion can fail. Both faults show what a sound scheme needs.

\section{What one step must reproduce}

Let $W_{ij}$ be the rate from flicker state $i$ to $j$ ($W_{ii}=0$), $R_{ij}$ the rate from $i$ into exit channel $j$, and $r_i=\sum_jR_{ij}$. Hops are memoryless and rates stay constant during a visit. Each channel specifies the complete configuration after the exit. Define
\begin{equation}
M_{ij}=D_i\delta_{ij}-W_{ij},\qquad D_i=\sum_jW_{ij}+r_i .
\end{equation}
The row vector $p(t)$ of probabilities of still being in each flicker state loses $p_iD_i$ and gains $\sum_jp_jW_{ji}$ per unit time, so
\begin{equation}
\dot p=-pM,\qquad p(t)=e_s\,e^{-Mt},
\end{equation}
where $e_s$ is the unit row vector of the entry state $s$. The flux into channel $j$ is the joint density of exit time and channel:
\begin{equation}
f_j(t)=[p(t)R]_j=[e^{-Mt}R]_{sj}. \label{joint}
\end{equation}
With $\mathbf 1$ the column of ones, the survival probability is $S=p\mathbf 1$. Since $M\mathbf 1=r$, $\dot S=-pr$: survival falls by the total exit flux.

Suppose an exit can be reached from every state. In a finite set there are then a time $t_0$ and an $\varepsilon>0$ such that the chance of exit within $t_0$ is at least $\varepsilon$ from any state. Hence $S(nt_0)\le(1-\varepsilon)^n$, and the integrals below converge. Integrating $\frac{d}{dt}e^{-Mt}=-Me^{-Mt}$ from zero to infinity gives $-I=-M\int_0^\infty e^{-Mt}dt$, so
\begin{equation}
N\equiv\int_0^\infty e^{-Mt}dt=M^{-1}.
\end{equation}
$N_{si}$ is the mean total time spent in $i$ after entry at $s$, and cannot be negative. The exit probabilities, mean exit times and mean numbers of internal hops follow by integrating the exit flux, the survival and the internal hop rate:
\begin{equation}
B=NR,\qquad \tau=N\mathbf 1,\qquad n_{\rm hop}=N(W\mathbf 1).
\end{equation}
For moments, integration by parts gives
\begin{equation}
\int_0^\infty te^{-Mt}dt=\left[-tNe^{-Mt}\right]_0^\infty+N\int_0^\infty e^{-Mt}dt=N^2 .
\end{equation}
The mean exit time given channel $j$ is therefore $(N^2R)_{sj}/(NR)_{sj}$. Also $\langle t^2\rangle=\int t^2(-\dot S)\,dt=2\int tS\,dt=2(N^2\mathbf 1)_s$.

\section{Why correct averages are not enough}

The shortcut draws an exponential time of mean $\tau_s$ and, independently, a channel with probabilities $B_{sj}$. To see what this changes outside the basin, let $\phi_i(z)=\langle e^{-zT_i}\rangle$, where $T_i$ is the first-passage time from $i$ to a distant target. After an exit the future depends on the new configuration alone, so for a given channel $e^{-zT_s}$ splits into a factor for the visit and an independent factor for the rest of the passage:
\begin{equation}
\phi_s(z)=\sum_jJ_{sj}(z)\phi_j(z),\quad
J(z)=\int_0^\infty e^{-zt}e^{-Mt}R\,dt=(zI+M)^{-1}R .
\end{equation}
A macro step drawn from Eq.~\eqref{joint} has precisely this kernel and leaves the law of the outer process unchanged. The shortcut has kernel $B_{sj}/(1+z\tau_s)$, generally a different function of $z$. For mean passage times $h$, however, both obey
\begin{equation}
h_s=\tau_s+\sum_jB_{sj}h_j ,
\end{equation}
which involves averages only. The shortcut thus preserves mean first-passage times, where these are finite, but not in general their distribution.

A dimensionless seven-state chain with random rates, three of its states forming the basin, shows the difference. Its mean passage time is 1.6491554 both by direct integration over the full chain and with macro steps. At $z=2$ the direct value of $\phi$ is 0.2623057, and the exact kernel gives the same digits. The shortcut gives 0.2584990, lower by 1.5\% of the direct value. This chain does not obey detailed balance, so the embedding does not rely on it.

\section{Inverting without subtraction}

When flickers are much faster than exits, $D_i$ is a large number plus a small one. Floating-point rounding damages the small part, yet the small part controls escape. The cure is to store $W$ and $r$ separately and never recover an exit rate by subtraction.

To solve $Mx=F$ with $F\ge0$, eliminate state $n$ using its own row:
\begin{equation}
x_n=\frac{F_n+\sum_{j\ne n}W_{nj}x_j}{D_n}. \label{back}
\end{equation}
Inserting this in row $i$, $D_ix_i-\sum_{j\ne i,n}W_{ij}x_j-W_{in}x_n=F_i$, and collecting terms gives
\begin{equation}
\Big(D_i-\frac{W_{in}W_{ni}}{D_n}\Big)x_i-\sum_{j\ne i,n}W'_{ij}x_j=F'_i,
\end{equation}
with
\begin{equation}
W'_{ij}=W_{ij}+\frac{W_{in}W_{nj}}{D_n},\quad
r'_i=r_i+\frac{W_{in}r_n}{D_n},\quad
F'_i=F_i+\frac{W_{in}F_n}{D_n}. \label{elim}
\end{equation}
The new diagonal still contains a subtraction, but it equals the sum of the new rates:
\begin{align}
\sum_{j\ne i,n}W'_{ij}+r'_i
&=(D_i-W_{in})+\frac{W_{in}}{D_n}(D_n-W_{ni})\nonumber\\
&=D_i-\frac{W_{in}W_{ni}}{D_n}.
\end{align}
So each pivot is recomputed as a sum of positive terms. Equation~\eqref{elim} also has a direct meaning: a hop into $n$ is forwarded to wherever the vacancy goes next, with probabilities $W_{nj}/D_n$ and $r_n/D_n$.

At 300 K the rates in $\mathrm{s^{-1}}$ are
\begin{align*}
&W_{AB}=W_{DC}=6.3123\times10^8,\quad W_{BA}=W_{CD}=2.7563\times10^5,\\
&W_{BC}=W_{CB}=1.3190\times10^7,\\
&r=(3452.2,\;955.13,\;938.10,\;42464).
\end{align*}
Eliminate D, C and B in turn, starting with $F=\mathbf 1$ to obtain mean times.

Removing D, with pivot $D_D=W_{DC}+r_D=6.3127\times10^8$, multiplies its row by $W_{CD}/D_D=4.366\times10^{-4}$:
\[
r'_C=938.10+18.54=956.64,\qquad F'_C=1.00044 .
\]
Removing C, with pivot $1.3191\times10^7$, uses the factor $W_{BC}/D_C=0.99993$:
\[
r'_B=955.13+956.57=1911.7,\qquad F'_B=2.00036 .
\]
Removing B, with pivot $W_{BA}+r'_B=2.7755\times10^5$, uses $W_{AB}/D_B=2274.3$:
\[
r'_A=3452+2274.3\times1911.7=4.351\times10^6,\qquad F'_A=4550.4 .
\]
Hence $\tau_A=4550.4/(4.351\times10^6)=1.046\times10^{-3}$ s. The probability of leaving from A itself is $r_A/r'_A=7.93\times10^{-4}$. Back substitution through Eq.~\eqref{back} gives the mean times from the other entry states. For the probability of leaving from B after entry at A, repeat the elimination with $F_B=r_B$ and all other $F_i=0$. The rates and pivots are unchanged, and $F'_A=2274.3\times955.13$, so the probability is $F'_A/r'_A=0.499$. The same procedure gives 0.490 for C and 0.0097 for D.

A colder case stresses the arithmetic alone. At 90 K the largest flicker rate is $1.0\times10^{14}$ times the largest total exit rate. Double precision resolves about $2\times10^{-16}$ of a number, so at B, C and D, where this ratio holds, the exit rate added to the flicker rate is uncertain by about $2\times10^{-2}$ of itself; at A the ratio is $10^{19}$ and the exit rate is lost entirely. Against a 60-digit inversion, the largest relative error in any entry of $N$ is $1.2\times10^{-2}$ for ordinary inversion and $2\times10^{-16}$ for the elimination.

\section{Drawing the time first, then the channel}

$S(t)$ can be evaluated with a matrix exponential, unless flickers are so much faster than exits that rounding spoils it, as happens in double precision at 90 K. Detailed balance, $\pi_iW_{ij}=\pi_jW_{ji}$ with equilibrium weights $\pi_i$, makes this cheaper. It holds here because half of $\Delta E$ enters each barrier. With $P=\mathrm{diag}(\pi)$, the matrix $H=P^{1/2}MP^{-1/2}$ has off-diagonal elements
\begin{equation}
H_{ij}=-\sqrt{\frac{\pi_i}{\pi_j}}\,W_{ij}=-\sqrt{W_{ij}W_{ji}},
\end{equation}
because $\pi_i/\pi_j=W_{ji}/W_{ij}$ wherever the rates are nonzero. $H$ is thus symmetric, with real eigenvalues $\lambda_k$ and orthonormal eigenvectors $V_{ik}$. The eigenvalues are positive, since survival decays from every state. Undoing the transformation gives
\begin{equation}
p_i(t)=\sqrt{\frac{\pi_i}{\pi_s}}\sum_kV_{sk}V_{ik}e^{-\lambda_kt},\qquad
S(t)=\sum_kc_ke^{-\lambda_kt},
\end{equation}
where $c_k=\sum_i\sqrt{\pi_i/\pi_s}\,V_{sk}V_{ik}$. The smallest eigenvalue $\lambda_1$, if taken from $H$, carries an absolute rounding error set by the largest rate; at 90 K that error exceeds $\lambda_1$ itself by orders of magnitude. It is better obtained as the inverse of the largest eigenvalue of $P^{1/2}NP^{-1/2}$, with $N$ from the elimination. At 90 K this route has a relative error of $2\times10^{-16}$.

Draw $u$ uniformly in $(0,1)$ and solve $S(t)=u$. The exit flux obeys $-\dot S=pr\le r_{\max}S$, hence $S\ge e^{-r_{\max}t}$. Also $S\le e^{-\lambda_1t}\sum_k|c_k|$. The root therefore lies in
\begin{equation}
\frac{-\ln u}{r_{\max}}\le t\le\frac{\ln\sum_k|c_k|-\ln u}{\lambda_1},
\end{equation}
and bisection finds it. The channel is then chosen with probability $f_j(t)/\sum_lf_l(t)$ \emph{at that time}. The product of the time density and this conditional probability is $f_j(t)$, as required.

If an outside event interrupts the visit at time $t$, and its rate did not depend on the vacancy's position, the vacancy is placed in state $i$ with probability $p_i(t)/S(t)$ and the rates are rebuilt.

\section{When the shortcut becomes good}

Write $W=\omega\widetilde W$, let $L=\mathrm{diag}(\widetilde W\mathbf 1)-\widetilde W$, and let $\omega$ grow with all exit rates held fixed. Assume that flickers connect all states. Insert $\tau=\tau^{(0)}+\omega^{-1}\tau^{(1)}+\dots$ in $[\omega L+\mathrm{diag}(r)]\tau=\mathbf 1$. Order $\omega$ gives $L\tau^{(0)}=0$, so $\tau^{(0)}$ is the same for every entry state. The next order is
\begin{equation}
L\tau^{(1)}+r\,\tau^{(0)}=\mathbf 1 .
\end{equation}
Multiplying by $\pi$ from the left, with $\pi L=0$ and $\sum_i\pi_i=1$, gives
\begin{equation}
\frac1{\tau^{(0)}}=k\equiv\sum_i\pi_ir_i ,
\end{equation}
with a relative correction of order $1/\omega$. Populations reach $\pi$ before an appreciable fraction has left. After that $\dot S=-kS$ with fixed exit shares, so time and channel become independent to leading order.

At 300 K the weights are $2.18\times10^{-4}$ for A and D and $0.4998$ for B and C, giving $k=956.2\,\mathrm{s^{-1}}$. The error $\tau_Ak-1$ is $-3.3\times10^{-6}$, and becomes $-3.3\times10^{-7}$ when all flickers are made ten times faster. Here the shortcut would serve well; the gain lies in replacing some 14\,000 hops by one draw.

In the opposite limit, $W\to0$ with $r_s>0$, $M$ becomes diagonal. Then $\tau_s=1/r_s$ and $B_{sj}=R_{sj}/r_s$, the ordinary single-hop rule, and nothing is gained.

\section{Memory of the entry state at 600 K}

At 600 K a visit from A lasts 5.17 ns on average and contains 76 flickers. The vacancy leaves A by an exit before any flicker with probability
\[
\frac{r_A}{r_A+W_{AB}}=\frac{4.573\times10^8}{4.573\times10^8+7.945\times10^{10}}=0.0057 .
\]
These prompt exits, together with the delay before the vacancy can reach the farther sites, tie time to channel. A draw $u=0.999$ gives $t=2.3$ ps, and the exit then starts from A with probability 0.924. For $u=0.5$, $t=3.58$ ns and that probability is 0.024. Over all times it is 0.030, close to the late share 0.024 plus the prompt probability 0.006. The mean time given an exit from A is accordingly shorter, 4.18 ns against 5.15 ns for B.

Samples of 60\,000 visits were sorted by time interval and channel and compared, by a chi-square test, with probabilities from the exponential of the complete generator, exits included. The exact sampler gives $p=0.37$. The shortcut gives $p\approx10^{-103}$ and is rejected, although the standard deviation of the exit time is only 1.003 times its mean. Part of the failure lies in the time itself: the chance of exit within $0.01\tau_A$ is 0.0131, against 0.0100 for the exponential. Using the exact time law with an independently drawn channel is rejected too, so a nearly exponential time does not make the channel independent of it.

Hop-by-hop simulation gives $p=0.002$; a correct simulation gives a value this low or lower about once in 500 runs. It passed the preset threshold of $10^{-4}$, and eight repeats with other random seeds give $p$ between 0.11 and 0.73, so the low value is consistent with chance. The same run's mean time, 5.145 ns, lies 1.2 standard errors below the formula, and its mean flicker count is 75.4 against 75.7.

\section{What the numbers mean for tin in aluminium}

Tin is used in small amounts in some age-hardening aluminium alloys because it traps quenched-in vacancies and delays ageing at room temperature. The energies above are rough values for that regime, and the four-site cluster is a constructed case, not a typical trap. Additive binding and a single barrier per species are strong assumptions. At 300 K, raising the aluminium barrier by 0.05 eV multiplies the mean time by 6.9. The same change in binding multiplies it by 1.09 (lowering the binding by 0.05 eV gives 0.82), and in the tin barrier it alters the time by only $2\times10^{-5}$ of itself. The millisecond is thus an order of magnitude, however precisely the chain is solved.

In the fast-flicker limit, which holds closely at 300 K, the time is also inversely proportional to the attempt frequency assumed for aluminium. Three other simplifications matter less within a single visit at 300 K. If the barrier frequency equals $\nu$, the leading (Wigner) tunnelling correction raises the rates by 11\%. For a free-vacancy site fraction of $10^{-6}$, a second vacancy arrives beside the tin at a rate of at most about $42\,\mathrm{s^{-1}}$ when the first is at B and $50\,\mathrm{s^{-1}}$ when it is at C, or about 0.05 times per visit. This bound assumes that the surrounding sites stay filled at that fraction; around an unfilled trap capture empties them faster than diffusion refills them, and the diffusion-limited rate is about $0.07\,\mathrm{s^{-1}}$. This protects one visit only. In equilibrium with that fraction a two-contact site has weight $10^{-6}e^{0.4\,\mathrm{eV}/k_BT}\approx5$ and is about 84\% occupied if vacancies do not interact; $(1,2,1)$ is such a site. The single-vacancy chain therefore describes the cluster only before it fills, or at a much lower free-vacancy fraction. Memoryless hopping needs lattice vibrations to settle between hops. Taking 1 ps for this, the fastest hop rate times that period is $6\times10^{-4}$ at 300 K but 0.08 at 600 K. The 2.3 ps exit above is therefore a property of the chain more than a reliable prediction for the metal.

Leaving the basin is also not leaving the tin. At 300 K, 99.9\% of exits end beside at least one tin atom. The two likeliest, from B and from C to the same site $(1,2,1)$, have probability 0.435 each and keep two contacts, so new flickers can begin at once. The millisecond must not be read as a detrapping time. If such basins exchange repeatedly, they can be joined into a larger transient set; the same equations apply, at the price of a larger matrix. Tin atoms followed individually need care there: on a chain the vacancy position fixes their order, but around a closed loop it does not, and the permutations must become separate states.

The numerical output lists the remaining rates, pivots and exit probabilities.

\section*{Numbers as computed}
\begin{verbatim}
Barriers host, Sn; binding: 0.60, 0.35; 0.20 eV
Attempt frequency: 1.0e+13 1/s; entry state A
--- T = 300 K, kT = 0.02585 eV, exits: 42
Flicker rates (1/s): AB 6.3123e+08, BC 1.3190e+07, CD 2.7563e+05
Reverse rates (1/s): BA 2.7563e+05, CB 1.3190e+07, DC 6.3123e+08
Exit rates A-D (1/s): 3.4522e+03, 9.5513e+02, 9.3810e+02, 4.2464e+04
Pivots A-D (1/s): 4.3513e+06, 2.7755e+05, 1.3191e+07, 6.3127e+08
Mean exit time from A-D (s): 1.045779e-03, 1.045783e-03, 1.045783e-03, 1.045714e-03
Exit probability via A-D: 0.000793, 0.499228, 0.490288, 0.009690
Mean flicker hops per exit: 14365
Median exit time: 7.24877e-04 s
Likeliest channel: from B to (1, 2, 1), probability 0.43519
Exits still touching Sn: 0.99899
--- T = 600 K, kT = 0.05170 eV, exits: 42
Flicker rates (1/s): AB 7.9450e+10, BC 1.1485e+10, CD 1.6602e+09
Reverse rates (1/s): BA 1.6602e+09, CB 1.1485e+10, DC 7.9450e+10
Exit rates A-D (1/s): 4.5732e+08, 1.8739e+08, 1.7611e+08, 9.9730e+08
Pivots A-D (1/s): 1.5280e+10, 2.0410e+09, 1.1682e+10, 8.0447e+10
Mean exit time from A-D (s): 5.169486e-09, 5.186656e-09, 5.186695e-09, 5.134826e-09
Exit probability via A-D: 0.029930, 0.477410, 0.441109, 0.051552
Mean flicker hops per exit: 75.721
Median exit time: 3.57809e-09 s
Likeliest channel: from B to (1, 2, 1), probability 0.23246
Exits still touching Sn: 0.96514
--- Fast-flicker limit, 300 K
Equilibrium weights A-D: 2.1824e-04, 4.9978e-01, 4.9978e-01, 2.1824e-04
Averaged escape rate: 9.562220e+02 1/s
Relative error of its time: -3.314e-06; flickers x10: -3.314e-07
--- Direct simulation, 600 K, 60000 visits
Mean time: simulated 5.1451e-09 s, formula 5.1695e-09 s
Mean flickers: simulated 75.35, formula 75.72
Standard deviation / mean time: 1.003178
Mean time given exit via A-D (s): 4.1817e-09, 5.1549e-09, 5.2423e-09, 5.2547e-09
Chi-square p: direct 0.002, exact sampler 0.371
Chi-square p, independent time and channel: 1.2e-103
Draw u=0.999: t = 2.3049e-12 s, via A-D 0.9241, 0.0749, 0.0010, 0.0000
Draw u=0.5: t = 3.5781e-09 s, via A-D 0.0242, 0.4760, 0.4474, 0.0524
--- Embedding test, dimensionless seven-state chain
Mean passage: direct 1.6491554, macro 1.6491554
Laplace value at s=2: direct 0.2623057, exact macro 0.2623057, independent 0.2584990
--- Arithmetic stress, 90 K
Largest flicker/exit rate ratio: 9.99e+13
Relative error: elimination 2.2e-16, ordinary inverse 1.2e-02, slow rate 2.2e-16
--- Neglected effects
Time factor at 300 K for +0.05 eV: host 6.918, Sn 0.999980, binding 1.088
300 K: Wigner rate correction 10.66 %, fastest hop rate x 1 ps 6.31e-04
600 K: Wigner rate correction 2.67 %, fastest hop rate x 1 ps 7.94e-02
Second vacancy, site fraction 1e-06, 300 K: 4.248e+01 1/s, 4.443e-02 per visit
\end{verbatim}
